# Oscillator strength and transition dipole from a Gaussian absorption band

**Question**

I have an absorption band that is close to a Gaussian. Its peak molar absorption coefficient is 20000 L mol⁻¹ cm⁻¹, its centre is at 25000 cm⁻¹, and its full width at half maximum is 4000 cm⁻¹. I was told to use

$$f=4.32\times10^{-9}\int\varepsilon(\tilde\nu)\,d\tilde\nu .$$

I know the quantum definition $f=\tfrac23\omega|\boldsymbol\mu|^2$ in atomic units, but I cannot connect it to this formula. Where does the constant come from, and why is there no frequency factor in the integral? Is the area just height times width? And how do I get the transition dipole for a band this broad, when $\omega$ is not a single number?

**Answer**

The link is the absorption cross section $\sigma$. Quantum mechanics gives its area in terms of $f$, and the Beer–Lambert law gives $\sigma$ in terms of $\varepsilon$.

**From the dipole to the cross section**

I use atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, in which the speed of light is $c=1/\alpha=137.036$, with $\alpha$ the fine-structure constant. The molecule starts in a nondegenerate state 0. Weak light with field $F\cos\omega t$ along $z$ couples it to a state $k$ at excitation energy $\omega_k$ through $V=-\mu_zF\cos\omega t$. To first order, the amplitude of state $k$ after a time $T$ is

$$a_k=i\mu_{k,z}F\int_0^T\cos(\omega t)\,e^{i\omega_kt}\,dt .$$

Write the cosine as half the sum of two exponentials. The term with $\omega_k+\omega$ oscillates rapidly and stays bounded, while the term with $\Delta=\omega-\omega_k$ grows with $T$ near resonance. Keeping the latter,

$$a_k\approx\frac{i\mu_{k,z}F}{2}\int_0^Te^{-i\Delta t}dt,\qquad
|a_k|^2\approx F^2|\mu_{k,z}|^2\,\frac{\sin^2(\Delta T/2)}{\Delta^2}.$$

As a function of $\omega$ this is a peak whose width shrinks as $1/T$. With $x=\Delta T/2$, its area follows from

$$\int_{-\infty}^{\infty}\frac{\sin^2(\Delta T/2)}{\Delta^2}\,d\Delta=\frac T2\int_{-\infty}^{\infty}\frac{\sin^2x}{x^2}\,dx=\frac{\pi T}{2}.$$

For a time long enough to make the peak narrow, but with $|a_k|^2\ll1$, the transition rate is therefore

$$W_k=\frac{|a_k|^2}{T}=\frac{\pi}{2}F^2|\mu_{k,z}|^2\,\delta(\omega-\omega_k).$$

The absorbed power is $\omega W_k$. The intensity in vacuum is $I=\tfrac12\varepsilon_0cF^2=cF^2/(8\pi)$, because $\varepsilon_0=1/(4\pi)$. Their ratio is the cross section:

$$\sigma_k=\frac{\omega W_k}{I}=\frac{4\pi^2\omega}{c}|\mu_{k,z}|^2\,\delta(\omega-\omega_k).$$

For randomly oriented molecules the three directions are equivalent, so $|\mu_{k,z}|^2$ averages to $|\boldsymbol\mu_k|^2/3$. Summing over the final states in the band gives

$$\sigma(\omega)=\frac{4\pi^2\omega}{3c}\sum_k|\boldsymbol\mu_k|^2\,\delta(\omega-\omega_k).$$

The total oscillator strength of the band is $f=\tfrac23\sum_k\omega_k|\boldsymbol\mu_k|^2$. Hence

$$\int\sigma\,d\omega=\frac{4\pi^2}{3c}\cdot\frac{3f}{2}=\frac{2\pi^2}{c}f .$$

This answers your question about the frequency factor: the $\omega$ in the absorbed power is already inside $f$. Replacing each delta function by a normalized line shape with mean frequency $\omega_k$, such as a Gaussian, leaves the area unchanged. A pure Lorentzian has no mean: $\omega$ times its tail gives an integral that grows logarithmically with the upper limit, so it can stand in for the delta function only near resonance.

**What $f=1$ means**

Compare this with a classical electron on a damped spring. Its dipole $p$ obeys $\ddot p+\gamma\dot p+\omega_0^2p=F\cos\omega t$, so its polarizability is $1/(\omega_0^2-\omega^2-i\gamma\omega)$. The mean absorbed power is $\tfrac12\omega F^2$ times the imaginary part of the polarizability. Dividing by $I$,

$$\sigma_{\rm cl}=\frac{4\pi}{c}\,\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{4\pi}{c}\,\frac{\gamma}{u^2+\gamma^2},\qquad u=\omega-\frac{\omega_0^2}{\omega}.$$

The substitution $\omega\to\omega_0^2/\omega$ changes $u$ to $-u$ and $d\omega$ to $(\omega_0^2/\omega^2)\,d\omega$, with the limits restored to their usual order. Averaging the two forms of the integral produces $\tfrac12(1+\omega_0^2/\omega^2)\,d\omega=\tfrac12du$, so

$$\int_0^\infty\sigma_{\rm cl}\,d\omega=\frac{4\pi}{c}\cdot\frac12\int_{-\infty}^{\infty}\frac{\gamma\,du}{u^2+\gamma^2}=\frac{2\pi^2}{c}.$$

This is the quantum area with $f=1$. The oscillator strength thus measures the band's area in units of that of one classical electron. The damping $\gamma$ has dropped out: it spreads the absorption without changing its area.

**From angular frequency to wavenumber**

Since $\omega=2\pi c\tilde\nu$, we have $d\omega=2\pi c\,d\tilde\nu$, and

$$\int\sigma\,d\tilde\nu=\frac{1}{2\pi c}\cdot\frac{2\pi^2f}{c}=\frac{\pi f}{c^2}.$$

The left side is an area times an inverse length, so it is a length. To restore SI units, replace $1/c^2$ by $\alpha^2a_0$, where $a_0$ is the Bohr radius:

$$\alpha^2a_0=\left(\frac{e^2}{4\pi\varepsilon_0\hbar c}\right)^2\frac{4\pi\varepsilon_0\hbar^2}{m_ee^2}=\frac{e^2}{4\pi\varepsilon_0m_ec^2}.$$

Therefore, in SI units,

$$\int\sigma\,d\tilde\nu=\frac{e^2}{4\varepsilon_0m_ec^2}\,f .$$

**From the cross section to $\varepsilon$**

With $N$ molecules per volume, a layer of thickness $dx$ removes the fraction $N\sigma\,dx$ of the light, so $I=I_0e^{-N\sigma l}$ after a path $l$. The decadic coefficient is defined by $I=I_010^{-\varepsilon Cl}=I_0e^{-\varepsilon Cl\ln10}$, where $C$ is the molar concentration. Equating the exponents gives $N\sigma=\varepsilon C\ln10$. In SI units $N=N_AC$, and so

$$\sigma=\frac{\ln10}{N_A}\,\varepsilon .$$

Insert this into the integrated cross section and solve for $f$:

$$f=\frac{4\varepsilon_0m_ec^2\ln10}{N_Ae^2}\int\varepsilon\,d\tilde\nu\qquad\text{(SI)}.$$

Now convert the units of the integral. One L mol⁻¹ cm⁻¹ is $10^{-3}\,\mathrm{m^3}/(10^{-2}\,\mathrm{m})=0.1\ \mathrm{m^2}$ per mole, and one cm⁻¹ is 100 m⁻¹. One unit of the tabulated area is thus 10 m mol⁻¹, and

$$K=\frac{4\varepsilon_0m_ec^2\ln10}{N_Ae^2}\times10\ \mathrm{m\,mol^{-1}}=4.319\times10^{-9}$$

is the factor that multiplies an area in L mol⁻¹ cm⁻². This is your constant. If your coefficient were defined with a natural logarithm, the factor $\ln10$ would be absent.

**The dipole of a broad band**

Let $D=\sum_k|\boldsymbol\mu_k|^2$ be the dipole strength, and define the transition dipole of the band as $\mu=\sqrt D$. If the band contains several final states, $\mu$ describes their combined strength and need not be the length of any one dipole vector.

Each slice of the spectrum contributes $df=K\varepsilon\,d\tilde\nu=(c/2\pi^2)\,\sigma\,d\omega$ to $f$. Dividing by $\omega$ before integrating removes the frequency factor from $\sigma$:

$$\int\frac{df}{\omega}=\frac{c}{2\pi^2}\int\frac{\sigma}{\omega}\,d\omega=\frac{c}{2\pi^2}\cdot\frac{4\pi^2}{3c}D=\frac23D .$$

In hartree, $\omega=\tilde\nu/R$ with $R=219474.63$ cm⁻¹. Thus

$$D=\frac32KR\int\frac{\varepsilon(\tilde\nu)}{\tilde\nu}\,d\tilde\nu .$$

For a narrow band, $\tilde\nu$ in the denominator may be replaced by the centre $\tilde\nu_0$. This gives the familiar $D\approx3f/(2\omega_0)$, with $\omega_0=\tilde\nu_0/R$.

**Your Gaussian**

A Gaussian of height $\varepsilon_{\max}$ and full width at half maximum $w$ is

$$\varepsilon=\varepsilon_{\max}\exp\left[-\frac{4\ln2\,(\tilde\nu-\tilde\nu_0)^2}{w^2}\right],$$

because the exponent is $-\ln2$ at $\tilde\nu_0\pm w/2$. With $\int e^{-ax^2}dx=\sqrt{\pi/a}$ and $a=4\ln2/w^2$,

$$\int\varepsilon\,d\tilde\nu=\frac w2\sqrt{\frac{\pi}{\ln2}}\;\varepsilon_{\max}=1.0645\,\varepsilon_{\max}w .$$

Height times width is therefore about 6% below the true area. For your band,

$$\int\varepsilon\,d\tilde\nu=1.0645\times20000\times4000=8.516\times10^7\ \mathrm{L\,mol^{-1}\,cm^{-2}},$$

$$f=4.319\times10^{-9}\times8.516\times10^7=0.368 .$$

The band has a little over a third of the area of one classical electron.

The transition energy is $\omega_0=25000/219474.63=0.11391$ hartree. The narrow-band formula then gives

$$D\approx\frac{1.5\times0.3678}{0.11391}=4.843,\qquad\mu\approx\sqrt{4.843}=2.201\ \text{a.u.}$$

One atomic unit of dipole is 2.5417 D, so $\mu\approx5.59$ D.

**Does the width matter?**

Put $x=\tilde\nu-\tilde\nu_0$ and expand within the band:

$$\frac1{\tilde\nu}=\frac1{\tilde\nu_0}\left(1-\frac{x}{\tilde\nu_0}+\frac{x^2}{\tilde\nu_0^2}-\dots\right).$$

The linear term averages to zero over the symmetric band. The mean of $x^2$ is $s^2=1/(2a)=w^2/(8\ln2)$. To leading order, $D$ is thus larger than the narrow-band value by the fraction

$$\frac{s^2}{\tilde\nu_0^2}=\frac{4000^2}{8\ln2\times25000^2}=0.0046 .$$

The full integral needs one precaution. A mathematical Gaussian does not vanish at $\tilde\nu=0$, where $1/\tilde\nu$ diverges, so the integration must be confined to the band. Numerical quadrature from $\tilde\nu_0-5w$ to $\tilde\nu_0+5w$ gives $\int(\varepsilon/\tilde\nu)\,d\tilde\nu=3422.24$ L mol⁻¹ cm⁻¹; at those limits the Gaussian has fallen to $2^{-100}$ of its height. Then

$$D=1.5\times4.319\times10^{-9}\times219474.63\times3422.24=4.866,$$

and $\mu=2.206$ a.u., or 5.61 D. The width raises $D$ by 0.47% relative to the narrow-band value, and $\mu$ by about half that percentage because of the square root. For your band the simple formula is adequate. To leading order the correction grows as $(w/\tilde\nu_0)^2$, so a band whose width is comparable to its centre wavenumber calls for the full integral of the measured spectrum, provided the width comes from a spread of transition frequencies (many final states or many environments), as the sum over sharp lines assumed. If the width comes from damping of a single transition, the full integral underestimates $D$: for the damped spring above with $\gamma=0.16\,\omega_0$ it gives 0.95 of $3f/(2\omega_0)$.

**When the result fails**

- The derivation takes all molecules to be in the initial state. Appreciable population in the final states of the band reduces the net absorption, because fewer molecules are left to absorb and those in the final states undergo stimulated emission.
- The refractive index was set to 1. In a solvent, both the light intensity for a given field and the field acting on the molecule change, so the formula yields an apparent $f$.
- The integral must cover the complete band and nothing else. If neighbouring bands overlap, $f$ depends on how you separate them.
- The molecules must be randomly oriented and absorb independently. In an aligned sample the factor 1/3 is replaced, for each final state $k$, by the mean of $\cos^2\theta_k$, with $\theta_k$ the angle between that state's transition dipole and the field. This mean in general differs from 1/3 and from one state to another.

Numerical values quoted here were computed with a short program.
